# Closure Rule for Reduced Matrix Elements of Spherical Tensors, part 1

(Sections cited here and not found follow in the second part.)

## 1. The closure rule for a general spherical tensor

**Definitions and conventions.** Angular momenta are measured in units of $\hbar$. The states $|\alpha jm\rangle$ are orthonormal eigenstates of $\mathbf J^2$ and $J_z$, and $\alpha$ stands for all other labels. With

$$c(j,m)=\sqrt{j(j+1)-m(m+1)}\tag{1}$$

the phases within a multiplet are fixed by

$$J_+|\alpha jm\rangle=c(j,m)|\alpha j,m+1\rangle,\qquad J_-|\alpha jm\rangle=c(j,m-1)|\alpha j,m-1\rangle .\tag{2}$$

Direct substitution in (1) gives $c(j,-m-1)=c(j,m)$, which is used several times below.

A spherical tensor of integer rank $k$ is a set of $2k+1$ operators $T_q$, $q=-k,\dots,k$, with

$$[J_z,T_q]=qT_q,\quad [J_+,T_q]=c(k,q)T_{q+1},\quad [J_-,T_q]=c(k,q-1)T_{q-1}.\tag{3}$$

The addition of two angular momenta is assumed known: the product of multiplets $j_1$ and $j_2$ contains each $J$ from $|j_1-j_2|$ to $j_1+j_2$ in unit steps once, and the overlaps $\langle j_1m_1j_2m_2|JM\rangle$ of the two orthonormal bases are real. The overall sign that remains free for each $J$ is fixed by the usual choice $\langle j_1j_1j_2,J-j_1|JJ\rangle>0$. The $3j$ symbol is defined by

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1j_2m_2|j_3,-m_3\rangle .\tag{4}$$

It is zero when the three $j$ values cannot form a triangle, and when $m_1+m_2+m_3\neq0$.

**Lemma 1 (the invariant vector).** In the product of three multiplets $j_1,j_2,j_3$, the vectors of total angular momentum zero form a one-dimensional space if the triangle condition holds and $j_1+j_2+j_3$ is an integer. Otherwise there are none. In the first case the $3j$ symbols are the components of a unit vector in this space, and a permutation of their columns changes them at most by a sign that does not depend on the $m$ values.

*Proof.* Couple $j_1$ and $j_2$ to $J$ first. The product of $J$ and $j_3$ contains total angular momentum zero only if $|J-j_3|=0$, and then once. Since each $J$ occurs once, there is one invariant vector if $J=j_3$ is available, and none otherwise.

For two equal angular momenta $j$ the normalized singlet is

$$\frac{1}{\sqrt{2j+1}}\sum_M(-1)^{j-M}|jM\rangle|j,-M\rangle .$$

It has $J_z=0$. Under the total $J_+$, the coefficient of $|j,M+1\rangle|j,-M\rangle$, apart from the common normalization, is

$$(-1)^{j-M}c(j,M)+(-1)^{j-M-1}c(j,-M-1)=0,$$

because the two values of $c$ are equal. A vector with $J_z=0$ that is annihilated by $J_+$ has total angular momentum zero.

Now let the first factor of the singlet be the coupled state $|(j_1j_2)j_3M\rangle$ and write $m_3=-M$. The component on $|m_1\rangle|m_2\rangle|m_3\rangle$ is

$$\frac{(-1)^{j_3+m_3}}{\sqrt{2j_3+1}}\langle j_1m_1j_2m_2|j_3,-m_3\rangle .$$

Its sign factor differs from that in (4) by $(-1)^{j_3-j_1+j_2+2m_3}$. Since $(-1)^{2m_3}=(-1)^{2j_3}$, this is the same sign for all components. The $3j$ symbols are therefore components of a unit invariant vector.

Defining them with the three factors in another order gives another real unit vector in the same one-dimensional space. The two vectors can differ only by an overall sign. $\square$

**Lemma 2 (orthogonality).** For allowed triangles,

$$\sum_{m_1m_2}\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}\begin{pmatrix}j_1&j_2&j_3'\\m_1&m_2&m_3'\end{pmatrix}=\frac{\delta_{j_3j_3'}\delta_{m_3m_3'}}{2j_3+1}.\tag{5}$$

The corresponding relation holds when another column plays the part of the third.

*Proof.* By (4), the sum is a sign times $[(2j_3+1)(2j_3'+1)]^{-1/2}$ times the overlap of two coupled states, $\langle j_3,-m_3|j_3',-m_3'\rangle$. The overlap vanishes unless both labels agree. When they agree, the two sign factors are equal and their product is $+1$. Permuting columns introduces at most one sign for each symbol. These signs cancel when the symbols have the same $j$ values, and they are irrelevant when the sum is zero. $\square$

**Lemma 3 (Wigner–Eckart theorem).** There is a number $\langle\alpha'j'\|T\|\alpha j\rangle$, independent of $m',q,m$, such that

$$\langle\alpha'j'm'|T_q|\alpha jm\rangle=(-1)^{j'-m'}\begin{pmatrix}j'&k&j\\-m'&q&m\end{pmatrix}\langle\alpha'j'\|T\|\alpha j\rangle .\tag{6}$$

If $j',k,j$ do not form an allowed triangle, the matrix elements vanish and the reduced element is set to zero.

*Proof.* Write $\mu=-m'$ and define

$$X(\mu,q,m)=(-1)^{j'+\mu}\langle\alpha'j',-\mu|T_q|\alpha jm\rangle .$$

Regard these numbers as the components of a vector in the product of the multiplets $j',k,j$. The first relation in (3) gives $(m'-m-q)\langle\alpha'j'm'|T_q|\alpha jm\rangle=0$, so only components with $\mu+q+m=0$ survive. The vector has total $J_z=0$.

Next take the matrix element of $[J_+,T_q]=c(k,q)T_{q+1}$. From the adjoint of (2), $\langle j'm'|J_+=c(j',m'-1)\langle j',m'-1|$, and therefore

$$c(j',m'-1)\langle m'-1|T_q|m\rangle-c(j,m)\langle m'|T_q|m+1\rangle-c(k,q)\langle m'|T_{q+1}|m\rangle=0,$$

where the labels $\alpha',j',\alpha,j$ are understood. Here $c(j',m'-1)=c(j',-\mu-1)=c(j',\mu)$. The first matrix element equals $(-1)^{j'+\mu+1}X(\mu+1,q,m)$, and the other two carry the sign $(-1)^{j'+\mu}$. Division by $-(-1)^{j'+\mu}$ gives

$$c(j',\mu)X(\mu+1,q,m)+c(k,q)X(\mu,q+1,m)+c(j,m)X(\mu,q,m+1)=0.$$

By (2) the left side is the component on $|\mu\rangle|q\rangle|m\rangle$ of the total $J_-$ acting on the vector $X$. Thus $J_zX=0$ and $J_-X=0$. From $\mathbf J^2=J_+J_-+J_z^2-J_z$ it follows that $\mathbf J^2X=0$. Lemma 1 then requires $X$ to be a multiple of the vector of $3j$ symbols, or zero if no invariant vector exists. The multiple is the reduced element, and (6) follows because $j'+\mu=j'-m'$. $\square$

**Theorem 1 (closure over final levels).** Let the vectors $T_q|\alpha jm\rangle$ have finite norm for all $q$ and $m$, and let the states $|\alpha'j'm'\rangle$ form a complete orthonormal set in the space that contains these vectors. Then, for every $m$,

$$\sum_{\alpha'j'}|\langle\alpha'j'\|T\|\alpha j\rangle|^2=(2j+1)\,\langle\alpha jm|\sum_qT_q^\dagger T_q|\alpha jm\rangle .\tag{7}$$

If $\alpha'$ has a continuous part, the sum includes an integral over it. The expectation value of $T_q^\dagger T_q$ means the squared norm of $T_q|\alpha jm\rangle$.

*Proof.* Take the squared modulus of (6). The phase disappears. Sum over $m'$ and $q$ at fixed $m$. By Lemma 2, with $j$ as the distinguished column, the sum of the squared $3j$ symbols is $1/(2j+1)$. Hence

$$\sum_{m'q}|\langle\alpha'j'm'|T_q|\alpha jm\rangle|^2=\frac{|\langle\alpha'j'\|T\|\alpha j\rangle|^2}{2j+1}.\tag{8}$$

For a forbidden triangle both sides are zero. Now sum over $\alpha'$ and $j'$. All terms are non-negative, so their order is immaterial, and completeness gives

$$\begin{aligned}\frac1{2j+1}\sum_{\alpha'j'}|\langle\alpha'j'\|T\|\alpha j\rangle|^2&=\sum_q\sum_{\alpha'j'm'}\langle\alpha jm|T_q^\dagger|\alpha'j'm'\rangle\langle\alpha'j'm'|T_q|\alpha jm\rangle\\&=\sum_q\langle\alpha jm|T_q^\dagger T_q|\alpha jm\rangle .\end{aligned}$$

Multiplication by $2j+1$ proves (7). The left side contains no $m$, so the expectation value does not depend on $m$ either. $\square$

Equation (8) is stronger than the total: the share of each final level is separately independent of the initial $m$. Physically, the total strength with which $T$ acts on a level, including any part that leaves the system in that level, is fixed by an expectation value in that level alone. The final states enter through their completeness, and their energies do not appear.

For $j=0$ the triangle condition leaves $j'=k$, and (7) reduces to $\sum_{\alpha'}|\langle\alpha'k\|T\|\alpha0\rangle|^2=\langle\sum_qT_q^\dagger T_q\rangle$.

**The order of the factors.** Define the adjoint tensor by

$$(T^\dagger)_q=(-1)^q(T_{-q})^\dagger .\tag{9}$$

It satisfies (3). For $J_z$, taking the adjoint of a commutator reverses its order, so $[J_z,(T_{-q})^\dagger]=-([J_z,T_{-q}])^\dagger=q(T_{-q})^\dagger$. For $J_+$,

$$[J_+,(T_{-q})^\dagger]=-([J_-,T_{-q}])^\dagger=-c(k,-q-1)(T_{-q-1})^\dagger=-c(k,q)(T_{-q-1})^\dagger,$$

and multiplication by $(-1)^q$ turns this into $[J_+,(T^\dagger)_q]=c(k,q)(T^\dagger)_{q+1}$. The relation for $J_-$ follows in the same way, with $c(k,-q)=c(k,q-1)$.

With the scalar product $A\cdot B=\sum_q(-1)^qA_qB_{-q}$, the factors $(-1)^q$ cancel in pairs:

$$T^\dagger\cdot T=\sum_qT_q^\dagger T_q,\qquad T\cdot T^\dagger=\sum_qT_qT_q^\dagger .\tag{10}$$

In the first product the summation index has been renamed from $q$ to $-q$. The sum over final levels thus contains $T^\dagger\cdot T$. The opposite order belongs to a different sum.

**Theorem 2 (closure over initial levels).** If the vectors $T_q^\dagger|\alpha jm\rangle$ have finite norm and the states $|\alpha'j'm'\rangle$ are complete, then

$$\sum_{\alpha'j'}|\langle\alpha j\|T\|\alpha'j'\rangle|^2=(2j+1)\langle\alpha jm|T\cdot T^\dagger|\alpha jm\rangle .\tag{11}$$

*Proof.* The fixed level now stands on the left of the matrix element, so in (6) its quantum number occupies the first column. Lemma 2 applied to that column gives

$$\sum_{qm'}|\langle\alpha jm|T_q|\alpha'j'm'\rangle|^2=\frac{|\langle\alpha j\|T\|\alpha'j'\rangle|^2}{2j+1}.$$

Summing over $\alpha'j'$ and using completeness between $T_q$ and $T_q^\dagger$ gives (11). $\square$

The two expectation values agree if $\sum_q[T_q,T_q^\dagger]=0$. This holds in particular for a self-adjoint tensor, $T_q^\dagger=(-1)^qT_{-q}$: both sums in (10) then become $\sum_q(-1)^qT_qT_{-q}$ after renaming $q$ to $-q$ in one of them.

**An example in which the order matters.** Let $a_x^\dagger,a_y^\dagger,a_z^\dagger$ create quanta of an isotropic three-dimensional oscillator, and let $N$ be the total number of quanta. The angular momentum is $L_i=-i\sum_{jk}\epsilon_{ijk}a_j^\dagger a_k$, so that $[L_i,a_j^\dagger]=i\sum_k\epsilon_{ijk}a_k^\dagger$. The creation operators form a vector, with spherical components

$$T_{\pm1}=\mp\frac{a_x^\dagger\pm ia_y^\dagger}{\sqrt2},\qquad T_0=a_z^\dagger .$$

The contributions of $q=\pm1$ to $T^\dagger\cdot T$ are

$$\tfrac12(a_x-ia_y)(a_x^\dagger+ia_y^\dagger)+\tfrac12(a_x+ia_y)(a_x^\dagger-ia_y^\dagger)=a_xa_x^\dagger+a_ya_y^\dagger,$$

since the mixed terms cancel. Adding $a_za_z^\dagger$ and using $a_ia_i^\dagger=a_i^\dagger a_i+1$ gives $T^\dagger\cdot T=N+3$. With the factors in the other order the same cancellation gives $T\cdot T^\dagger=N$.

For the level $n=3$, $l=1$, the final levels have $n'=4$. Their squared reduced elements are 4 for $l'=0$ and 14 for $l'=2$. The total is 18, in agreement with $(2l+1)(n+3)=3\times6$. The levels from which $T$ leads into $n=3$, $l=1$ have $n'=2$. They contribute 5 for $l'=0$ and 4 for $l'=2$. The total is $9=3\times3$, as (11) requires. Using $T\cdot T^\dagger$ for the final sum would therefore give half the correct value in this case.

**Dependence on normalization.** Suppose that the Wigner–Eckart theorem is written with a bare coupling coefficient,

$$\langle\alpha'j'm'|T_q|\alpha jm\rangle=\langle jm\,kq|j'm'\rangle\,t_{\alpha'j'}.$$

By (4) and Lemma 1, $\langle jm\,kq|j'm'\rangle^2$ is $2j'+1$ times the squared $3j$ symbol in (6). Comparison of the two forms gives

$$|\langle\alpha'j'\|T\|\alpha j\rangle|^2=(2j'+1)|t_{\alpha'j'}|^2 .\tag{12}$$

In that normalization each squared element must be weighted by $2j'+1$ before the sum is taken. The closure rule is a statement about reduced elements defined by (6).

## 2. The tensors $C^k$ and the value $2l+1$

**Symbols and results carried over.** The $T_q$ are the components of a spherical tensor of rank $k$, and reduced elements are defined by (6), with the $3j$ symbol $(j'\,k\,j;-m'\,q\,m)$ and the phase $(-1)^{j'-m'}$; a semicolon separates the two rows of a symbol written in a line. The coefficient $c(k,q)=\sqrt{k(k+1)-q(q+1)}$ belongs to the raising operator. Theorem 1 states that the squared reduced elements, summed over a complete set of final levels, equal $(2j+1)\langle\sum_qT_q^\dagger T_q\rangle$. By (8), a single final level contributes its squared reduced element divided by $2j+1$ to this mean, for every $m$. Lemma 2 is the orthogonality of the $3j$ symbols, valid for any distinguished column.

**Definition.** Let $\mathbf n$ be a direction and $Y_{lm}(\mathbf n)$ the spherical harmonics with the phases (2), $Y_{lm}^*=(-1)^mY_{l,-m}$, and $Y_{l0}$ positive at the north pole $\mathbf n=\mathbf z$. The operator $C^k_q$ multiplies a function on the sphere by

$$C^k_q(\mathbf n)=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}(\mathbf n).\tag{13}$$

The components of $\mathbf L=-i\,\mathbf r\times\nabla$ are first-order differential operators without a constant term. By the product rule, the commutator of $L_i$ with multiplication by a function $f$ is multiplication by $L_if$. The action of $\mathbf L$ on $Y_{kq}$ therefore gives the commutators (3), and $C^k$ is a spherical tensor of rank $k$. Complex conjugation gives $(C^k_q)^\dagger=(-1)^qC^k_{-q}$, so the tensor is self-adjoint and the order of factors discussed in the first half has no effect here.

We have shown that the squared reduced elements of a spherical tensor, summed over a complete set of final levels, equal $(2j+1)\langle\sum_qT_q^\dagger T_q\rangle$, and we have defined the self-adjoint tensors $C^k$. It remains to evaluate this expectation value for $C^k$, which gives the total $2l+1$, and to find how that total is shared among the final levels.
